Exchange energy of electrons with an ellipsoidal Fermi surface

**Result and conditions**

Electrons in a conduction-band valley often have two masses: m_t for motion across the valley axis and m_l for motion along it. Their Fermi surface is an ellipsoid. At fixed density, its first-order exchange energy is that of a Fermi sphere multiplied by

φ(ρ) = ρ^(1/6) arcsin(√(1−ρ)) / √(1−ρ),  ρ = m_t/m_l < 1.  (1)

At ρ = 1 the factor is 1. For ρ > 1 it continues as

φ(ρ) = ρ^(1/6) arcsinh(√(ρ−1)) / √(ρ−1).  (2)

With rough band masses, φ is about 0.84 for the conduction electrons of germanium and 0.95 for those of silicon.

The model is as follows. Measured from the valley minimum, the energy is

ε(k) = ħ²(k_x² + k_y²)/(2m_t) + ħ²k_z²/(2m_l).  (3)

There are ν equivalent valleys, equally filled, with both spins equally occupied, at zero temperature. The interaction is e²/(κr) in Gaussian units, with an isotropic dielectric constant κ, and a uniform background keeps the system neutral. First order means that the interaction is averaged in the noninteracting ground state. Correlation is left out, and so is exchange between different valleys, whose size is estimated below. The sphere used for comparison has the same density, κ and ν.

**Geometry of the Fermi surface**

Setting ε(k) = E_F in (3) gives an ellipsoid with semi-axes a (transverse, twice) and c (longitudinal):

a² = 2m_t E_F/ħ²,  c² = 2m_l E_F/ħ²,  a²/c² = ρ.  (4)

Let k_F be the radius of the sphere of equal volume, so that a²c = k_F³. Inserting c = a/√ρ gives a³ = k_F³√ρ, and therefore

a = k_F ρ^(1/6),  c = k_F ρ^(−1/3).  (5)

Each valley holds two electrons per allowed k, so its density is n_v = 2(4π/3)k_F³/(2π)³ = k_F³/(3π²). The total density is n = νn_v, hence

k_F = (3π²n/ν)^(1/3).  (6)

Fixing the density and ν fixes k_F, whatever the value of ρ.

**The exchange integral**

For one valley in a volume V, the interaction operator is

(1/2V) Σ_(q≠0) v(q) Σ c†_(k+q,σ) c†_(k′−q,σ′) c_(k′,σ′) c_(k,σ),  v(q) = 4πe²/(κq²).

The inner sum runs over k, k′, σ and σ′. The term q = 0 is cancelled by the background. In a filled Fermi sea the average is nonzero for q ≠ 0 only if the two electrons trade places: k′ = k + q and σ′ = σ. Reordering the operators then gives a minus sign and a product of occupations. Replacing each sum over k by V∫d³k/(2π)³, we find

E_x/V = −(1/2)·2·(4πe²/κ)(2π)^(−6) I,  (7)

I = ∬ d³k d³k′ / |k−k′|²,  (8)

with both wave vectors inside the ellipsoid. The 2 in (7) counts spins and cancels the 1/2.

Now stretch the variables: k = Sq, with S = diag(a, a, c)/k_F. By (5), det S = a²c/k_F³ = 1, so the volume elements are unchanged, while q and q′ fill a sphere of radius k_F. The anisotropy has moved into the kernel. Let p = q − q′, and let μ be the cosine of the angle between p and the valley axis. Then

|k−k′|² = |Sp|² = p²X(μ),  X(μ) = ρ^(1/3)(1−μ²) + ρ^(−2/3)μ².  (9)

For a given p, the allowed q are those for which q and q − p both lie in the sphere. They fill the overlap W(p) of two spheres of radius k_F whose centres are p apart. This overlap consists of two caps of height h = k_F − p/2, each of volume πh²(3k_F−h)/3. With x = p/(2k_F),

W = (2π/3)k_F³(1−x)²(2+x) = (4π/3)k_F³(1 − 3x/2 + x³/2).  (10)

W depends on the length of p but not on its direction. In d³p = p² dp dΩ the factor p² cancels the 1/p² of the kernel, so the integral separates:

I = ∫dΩ (1/X) ∫₀^(2k_F) dp W(p) = 4π⟨1/X⟩ ∫₀^(2k_F) dp W(p),  (11)

where ⟨…⟩ is the average over directions. Since dp = 2k_F dx,

∫dp W = 2k_F·(4π/3)k_F³·(1 − 3/4 + 1/8) = πk_F⁴.

Thus

I = 4π²k_F⁴⟨1/X⟩.  (12)

For a sphere X = 1, so ⟨1/X⟩ is the factor sought.

**The angular average**

X is even in μ, so its average can be taken over 0 ≤ μ ≤ 1. Taking out ρ^(1/3) from (9) gives

X = ρ^(1/3)(1 + s²μ²),  s² = 1/ρ − 1 = (1−ρ)/ρ.  (13)

For ρ < 1, s is real and

⟨1/X⟩ = ρ^(−1/3) ∫₀¹ dμ/(1+s²μ²) = ρ^(−1/3) arctan(s)/s.  (14)

Put θ = arctan s, an angle between 0 and π/2. Then cos²θ = 1/(1+s²) = ρ and sin θ = √(1−ρ), so θ = arcsin√(1−ρ). Also 1/s = √ρ/√(1−ρ). The powers of ρ combine as −1/3 + 1/2 = 1/6, and (14) becomes (1).

For ρ > 1, write s² = −t² with t² = (ρ−1)/ρ < 1. The integral becomes artanh(t)/t. If tanh u = t, then cosh²u = 1/(1−t²) = ρ and sinh u = √(ρ−1). Hence u = arcsinh√(ρ−1), and the same powers of ρ give (2).

**Energy per electron**

Inserting (12) in (7), the numerical factor is 4π·4π²/(64π⁶) = 1/(4π³). One valley therefore contributes −e²k_F⁴φ/(4π³κ) per volume. In cubic crystals such as Ge and Si the valley axes point in different directions, but κ is isotropic, so every valley contributes the same amount. Multiplying by ν and dividing by n = νk_F³/(3π²) gives

e_x = −(3e²k_F/(4πκ)) φ(ρ).  (15)

To use r_s, choose a reference mass m and define a* = κħ²/(me²), Ry* = e²/(2κa*) and n = 3/(4πr_s³a*³). Equation (6) becomes k_F a* = (9π/4)^(1/3)/(ν^(1/3)r_s), and

e_x = −(3/(2π))(9π/4)^(1/3) φ/(ν^(1/3)r_s) Ry* = −0.9163 φ/(ν^(1/3)r_s) Ry*.  (16)

The choice of m does not affect the energy, because both Ry* and 1/r_s are tied to a* and their product does not depend on it.

At fixed ρ and ν, e_x varies as n^(1/3). The exchange part of the chemical potential is therefore

μ_x = d(n e_x)/dn = (4/3)e_x = −(e²k_F/(πκ)) φ,  (17)

which is reduced by the same factor. For a sphere μ_x equals the exchange self-energy at every point of the Fermi surface. For an ellipsoid it equals only the average of the self-energy over the surface, taken uniformly over the directions of q. With the masses of Ge used below, the self-energy runs from about −0.14 e²k_F/κ at the tips of the ellipsoid to −0.32 e²k_F/κ at its waist, while μ_x = −0.27 e²k_F/κ.

**The exchange hole**

The same result can be read in real space. For one spin in one valley, the envelope density matrix is

g(r) = ∫ d³k/(2π)³ e^(ik·r) = (n_v/2)F(z),  z = k_F|Sr|,  (18)

F(z) = 3(sin z − z cos z)/z³.

This follows from k = Sq: the phase k·r equals q·(Sr), and the integral over q is the transform of a filled sphere. Around an electron, the density of the same spin in the same valley is lowered by g²/(n_v/2) = (n_v/2)F². This is the exchange hole, and

e_x = −(e²/(2κ)) ∫d³r (n_v/2)F²/r.  (19)

At r = 0 the hole has depth n_v/2, independent of ρ. Its content is also fixed. By Parseval's theorem ∫g²d³r = ∫d³k/(2π)³ = n_v/2, so the integral of (n_v/2)F² is one electron. What changes is the shape. For ρ < 1 the Fermi surface is long in k_z, and the hole is correspondingly short along z and wide across it.

Set y = Sr in (19). The volume element is unchanged, and r = |S⁻¹y| = y√Y, where μ now refers to the direction of y and

Y = ρ^(−1/3)(1−μ²) + ρ^(2/3)μ² = ρ^(−1/3)[1 − (1−ρ)μ²].  (20)

The radial integral is that of the sphere, and the shape enters through

⟨Y^(−1/2)⟩ = ρ^(1/6) ∫₀¹ dμ/√(1−(1−ρ)μ²) = φ(ρ).  (21)

The integral gives the arcsine of (1) directly. Stretching the spherical hole by the volume-preserving map S⁻¹ lowers its mean 1/r, as (24) below proves, and with it the magnitude of the exchange energy.

The average (21) also gives the exchange shift at the valley minimum. The self-energy there is Σ(0) = −(4πe²/κ)(2π)^(−3)∫d³k/k². In spherical coordinates k² cancels, leaving the distance from the centre to the surface, which is k_F Y^(−1/2) in each direction. Hence

Σ(0) = −(2e²k_F/(πκ)) φ.  (22)

**Why the factor cannot exceed one**

The region |Sr| < 1 has volume 4π/3, since det S = 1. In a given direction it extends to r = X^(−1/2), so its volume is also ∫dΩ X^(−3/2)/3. Equating the two gives

⟨X^(−3/2)⟩ = 1.  (23)

The function u^(3/2) is convex for u > 0. Jensen's inequality with u = 1/X then yields

⟨1/X⟩^(3/2) ≤ ⟨X^(−3/2)⟩ = 1,  so φ ≤ 1.  (24)

Equality requires X to be the same in all directions, which means a sphere. Elongated and flattened surfaces both lose exchange energy.

The argument does not use the equality of two masses. For three masses m₁, m₂, m₃, the factor is still ⟨1/X⟩, with

X = (m₁n_x² + m₂n_y² + m₃n_z²)/(m₁m₂m₃)^(1/3),  (25)

where n_x, n_y and n_z are the components of a unit vector. For masses in the ratio 0.2 : 0.5 : 3, numerical quadrature over the angles gives 0.888.

**Weak and strong anisotropy**

Let ℓ = ln ρ be small. Expanding (9) to second order,

X = 1 + ℓ(1/3 − μ²) + ℓ²(1+3μ²)/18 + …  (26)

The first-order term averages to zero because ⟨μ²⟩ = 1/3. The second-order part of 1/X is the square of the first-order term minus the second-order term. With ⟨μ⁴⟩ = 1/5, these average to ℓ²(1/9 − 2/9 + 1/5) = 4ℓ²/45 and ℓ²/9 = 5ℓ²/45. Thus

φ ≈ 1 − (ln ρ)²/45.  (27)

There is no linear term, and the coefficient is small. This is why moderate anisotropy has little effect: (1) gives 0.969 at ρ = 0.3, and (2) gives 0.958 at ρ = 4.

For ρ → 0 the arcsine tends to π/2, and for ρ → ∞ the inverse hyperbolic sine tends to ln(2√ρ). Therefore

φ → (π/2)ρ^(1/6)  (ρ → 0),  (28)

φ → ρ^(−1/3) ln(4ρ)/2  (ρ → ∞).  (29)

Both vanish, the first very slowly. In a real band these limits are cut off. By (5), the longer semi-axis grows without bound at fixed density, so the surface eventually leaves the region where (3) describes the band.

**Where the result stops**

The ellipsoid was fixed by the kinetic energy alone. It defines one trial determinant, and a Hartree–Fock calculation that lets the surface deform can only reach the same energy or a lower one. The first-order term is unaffected. At fixed density the kinetic energy is stationary at the ellipsoid, so a deformation proportional to e² changes the total energy by order e⁴.

Isotropy of κ matters as well. If κq² is replaced by q·Kq with a dielectric tensor K, the stretched kernel contains SKS. In the special case K = κS⁻² this is κ times the unit matrix, and the reduction disappears. The factor therefore measures a mismatch between the shape of the Fermi surface and that of the interaction.

To estimate exchange between valleys, take two spherical valleys separated by Q ≫ k_F and set the Bloch overlap to one. The kernel is then nearly 1/Q² throughout, so the double integral is [(4π/3)k_F³]²/Q². Relative to the intravalley value 4π²k_F⁴, this is

I_Q/I ≈ (4/9)(k_F/Q)².  (30)

For Q = 50k_F the ratio is 1.8×10⁻⁴ for each other valley, and it grows as 1/Q² when Q is reduced. This estimate uses the same κ at wave vector Q as at small wave vectors. Most valley separations are of the order of the zone size, where the crystal screens less. In the extreme of no screening at Q, (30) is multiplied by κ, which for κ = 16 and Q = 50k_F gives about 0.3 % for each other valley. With unit overlap, the largest estimate comes from the shortest separation found after adding reciprocal lattice vectors. For opposite valleys in silicon this is only about 20k_F at the density used below, and (30) then gives 0.1 %, or 1.3 % with no screening at Q. For this pair both figures are overestimates, because the Bloch overlap at the shortest separation vanishes by symmetry for states on the valley axis. Leaving out exchange between valleys is no longer justified when k_F becomes comparable with Q.

Finally, (3) describes electrons near the conduction-band minima. The hole bands of Ge and Si are degenerate at their top and warped, so (1) does not apply to them.

**Germanium and silicon**

The band parameters below are rough two-figure values, with masses in units of the free-electron mass.

Germanium: m_t = 0.082, m_l = 1.6, κ = 16, ν = 4.
Silicon: m_t = 0.19, m_l = 0.92, κ = 12, ν = 6.

For germanium ρ = 0.082/1.6 = 0.051, √(1−ρ) = 0.9740, the arcsine is 1.3424 and ρ^(1/6) = 0.6095. Equation (1) gives

φ(Ge) = 0.6095 × 1.3424/0.9740 = 0.840.

For silicon ρ = 0.19/0.92 = 0.207, √(1−ρ) = 0.8908, the arcsine is 1.0990 and ρ^(1/6) = 0.7688, so

φ(Si) = 0.7688 × 1.0990/0.8908 ≈ 0.9485, or 0.949 with unrounded factors.

The rough masses are good enough for this purpose. Lowering or raising ρ by 10 % gives 0.830 or 0.848 for Ge, and 0.942 or 0.954 for Si. The factors are thus 0.84 and 0.95, with an uncertainty of about 0.01 for an error of that size in ρ.

Take a density of 10¹⁸ cm⁻³, which is 10⁻³ nm⁻³. Equation (6) gives k_F = 0.195 nm⁻¹ for Ge and 0.170 nm⁻¹ for Si. By (5) the semi-axes are a = 0.119 and c = 0.525 nm⁻¹ in Ge, and a = 0.131 and c = 0.288 nm⁻¹ in Si. With e² = 1.440 eV nm, the spherical energies are

Ge: −3 × 1.440 × 0.1949/(4π × 16) eV = −4.19 meV,
Si: −3 × 1.440 × 0.1703/(4π × 12) eV = −4.88 meV.

Multiplication by φ gives

e_x(Ge) = −3.5 meV,  e_x(Si) = −4.6 meV per electron.

Anisotropy thus removes 16 % of the first-order exchange energy in Ge and 5 % in Si, relative to the sphere. These figures refer to the Fermi surface fixed by the kinetic energy alone, and at this density the deformation by exchange is not small. Let the surface be a spheroid of the same volume with a²/c² = ρ′. The kinetic energy is then multiplied by [2(ρ′/ρ)^(1/3) + (ρ′/ρ)^(−2/3)]/3, and φ(ρ) is replaced by φ(ρ′). Minimising the sum gives ρ′ ≈ 0.079 in Ge and 0.34 in Si, where φ is 0.88 and 0.98. The total energy falls by only about 0.08 meV per electron in each, because the kinetic energy rises.

The number of valleys has a larger effect. At fixed density it enters as ν^(−1/3), which is 0.630 for Ge and 0.550 for Si. The coefficients of −1/r_s in (16) are

Ge: 0.9163 × 0.630 × 0.840 = 0.485,
Si: 0.9163 × 0.550 × 0.949 = 0.478.

They nearly agree, because the stronger anisotropy of Ge is offset by the larger number of valleys in Si. The energies in meV differ mainly through κ: the ratio of dielectric constants is 16/12 = 1.33, while the ratio of the exchange energies, Si to Ge, is 1.32.

These energies are the exchange term of a uniform electron gas, not the full interaction energy in a doped crystal. The Fermi energy, ħ²k_F²/(2(m_t²m_l)^(1/3)), is 6.6 meV in Ge and 3.4 meV in Si, which correspond to 76 K and 40 K. The zero-temperature formula needs temperatures well below these. The mean kinetic energy, three fifths of the Fermi energy, is 3.9 meV in Ge and 2.1 meV in Si. It is comparable with the exchange energy in Ge and smaller than it in Si. First order is then not a small correction in either material, and correlation cannot be neglected. Equal filling is also an assumption here. If only g of the twelve combinations of spin and valley in Si are filled, the kinetic energy grows by (12/g)^(2/3) and the exchange energy by (12/g)^(1/3). For g = 9 the sum of the two is about 0.03 meV per electron lower than for g = 12. So small a difference does not decide which filling is lowest, because correlation, left out here, also depends on g. Moreover, in phosphorus-doped silicon at this density and low temperature the electrons are still localized at the donors, so a Fermi sea of this kind requires heavier doping.
